\section*{Why laser spectral tails matter for chromatic focus blur}

\section{Spectral tails and chromatic focus blur}

An imaging calculation that includes laser bandwidth needs a decision about the spectrum. One can enter a Gaussian with the specified full width at half maximum (FWHM), or enter the spectrum with its wings and sample it far from line centre. For the three-beam image treated here, with an FWHM of 0.10 pm, a Gaussian lowers the fundamental contrast by 0.5\%, while an ideal Lorentzian of the same FWHM lowers it by 11\%. The difference comes from weak light far outside the half-maximum region.

\subsection{What happens to the image}

Consider a line grating of pitch $p$, illuminated on axis by coherent light polarized along the lines. The lens passes diffraction orders $0$ and $\pm1$, with real amplitudes $a_0$ and $a_1$, and has no other aberration. Let $\lambda$ be the vacuum wavelength, $k=2\pi/\lambda$, $K=2\pi/p$, and $n$ the index of the immersion liquid. At distance $z$ from focus the field is
\begin{equation}
U=a_0e^{inkz}+2a_1e^{ik_1z}\cos Kx,\qquad k_1=\sqrt{n^2k^2-K^2}.
\end{equation}
The two first orders have the same axial wavenumber $k_1$, so they combine into one cosine. Squaring the modulus gives
\begin{equation}
I=a_0^2+4a_0a_1\cos(\kappa z)\cos Kx+4a_1^2\cos^2Kx,\qquad \kappa=nk-k_1.
\label{eq:image}
\end{equation}
Here $\kappa$ is the phase that defocus adds, per unit distance, between order 0 and the first orders. Since $4a_1^2\cos^2Kx=2a_1^2(1+\cos2Kx)$, the mean intensity is $a_0^2+2a_1^2$. Neither the mean nor the second harmonic depends on focus. Define the fundamental contrast $M$ as the amplitude of the $\cos Kx$ term divided by the mean:
\begin{equation}
M=M_0\cos(\kappa z),\qquad M_0=\frac{4a_0a_1}{a_0^2+2a_1^2}.
\end{equation}
It may exceed one, because the second harmonic keeps the intensity non-negative.

Let $\delta$ be the detuning from line centre and let focus move linearly, $z=z_0+C\delta$. The exposure is long compared with the beat periods between the wavelengths that matter, so their intensities add. Over the narrow line $\kappa$ is taken as constant. For a normalized spectrum $S(\delta)$ that is symmetric about $\delta=0$,
\begin{align}
\langle\cos(\kappa z)\rangle
&=\cos(\kappa z_0)\int S\cos(\kappa C\delta)\,d\delta
-\sin(\kappa z_0)\int S\sin(\kappa C\delta)\,d\delta\nonumber\\
&=\cos(\kappa z_0)\,\chi(t),\\
\chi(t)&=\int_{-\infty}^{\infty}S(\delta)\cos(t\delta)\,d\delta,
\qquad t=\kappa|C|.
\end{align}
The sine integral vanishes by symmetry. Bandwidth therefore multiplies the contrast by the same factor $\chi$ at every focus setting. The relative contrast loss is $L=1-\chi$.

This loss acts directly on the printed edge. At $Kx=\pi/2$ the intensity is $a_0^2$, whatever the bandwidth. The slope there is $-4Ka_0a_1\cos(\kappa z_0)\chi$, because the derivative of $\cos^2Kx$ vanishes where $\cos Kx=0$. The logarithmic slope at this edge thus falls by the factor $\chi$. In a threshold resist model, the edge displacement per small relative change of dose grows by $1/\chi$.

\subsection{Two spectra with the same half width}

A Lorentzian of FWHM $w$ is
\begin{equation}
S_{\rm L}(\delta)=\frac{w}{2\pi}\,\frac{1}{\delta^2+w^2/4}.
\end{equation}
Write $\chi$ as the real part of $\int S_{\rm L}e^{it\delta}d\delta$ and, for $t>0$, close the contour in the upper half plane. There $|e^{it\delta}|\le1$, and the arc contributes nothing because the integrand falls as the inverse square of its radius. The enclosed pole is at $\delta=iw/2$, where $\delta^2+w^2/4$ has derivative $iw$:
\begin{equation}
\chi_{\rm L}=2\pi i\,\frac{w}{2\pi}\,\frac{e^{-tw/2}}{iw}=e^{-tw/2},
\qquad L_{\rm L}=\frac{tw}{2}+O(t^2w^2).
\end{equation}

A Gaussian of standard deviation $\sigma$ has $w=2\sqrt{2\ln2}\,\sigma$. Completing the square,
\begin{equation}
-\frac{\delta^2}{2\sigma^2}+it\delta
=-\frac{(\delta-i\sigma^2t)^2}{2\sigma^2}-\frac{\sigma^2t^2}{2}.
\end{equation}
The integration line can be shifted by $i\sigma^2t$, since the integrand has no poles and vanishes at both ends. The remaining Gaussian integrates to one. With $\sigma^2=w^2/(8\ln2)$,
\begin{equation}
\chi_{\rm G}=\exp\!\left[-\frac{(tw)^2}{16\ln2}\right],
\qquad L_{\rm G}=\frac{(tw)^2}{16\ln2}+O(t^4w^4).
\end{equation}

At small $tw$, halving the bandwidth halves the Lorentzian loss but quarters the Gaussian one. The ordering does not hold at every bandwidth. The exponents are equal when $tw/2=(tw)^2/(16\ln2)$, that is at $tw=8\ln2\approx5.5$, where both contrasts have dropped to $1/16$. Beyond that point the Gaussian loses more.

Pitch enters through $\kappa$. For $K\ll nk$, expanding the square root gives $\kappa\approx K^2/(2nk)=\pi\lambda/(np^2)$. At fixed $C$, $w$ and $\lambda$, the leading Lorentzian loss then varies as $p^{-2}$ and the Gaussian loss as $p^{-4}$. At finer pitch the dependence is steeper: near the 200 nm pitch used below, where $K/(nk)=0.67$, the local powers of these leading terms are about $-2.35$ and $-4.70$.

\subsection{Why the tail sets the power law}

For any symmetric spectrum,
\begin{equation}
L=\int_{-\infty}^{\infty}S(\delta)\,[1-\cos(t\delta)]\,d\delta .
\end{equation}
The bracket is the penalty paid by light at detuning $\delta$. It grows as $t^2\delta^2/2$ near line centre and never exceeds 2. If the variance is finite, the bound $1-\cos(t\delta)\le t^2\delta^2/2$ allows the limit $t\to0$ to be taken under the integral, and
\begin{equation}
L\simeq\frac{t^2}{2}\langle\delta^2\rangle .
\label{eq:variance}
\end{equation}
For a fixed shape the variance scales as $w^2$, so the loss is quadratic in bandwidth.

Now suppose that $S\simeq A/\delta^2$ beyond some detuning $D$. The variance diverges and Eq.~(\ref{eq:variance}) has no meaning. Light inside $D$ contributes at most $t^2D^2/2$. The two tails contribute, with $v=t\delta$,
\begin{equation}
2A\int_D^\infty\frac{1-\cos t\delta}{\delta^2}\,d\delta
=2At\int_{tD}^\infty\frac{1-\cos v}{v^2}\,dv
\;\longrightarrow\;\pi At .
\end{equation}
The limit follows by integrating by parts: the boundary term $-(1-\cos v)/v$ vanishes at both ends, leaving $\int_0^\infty(\sin v/v)\,dv=\pi/2$. The Lorentzian has $A=w/(2\pi)$, which returns $tw/2$.

The integral over $v$ collects its value around $v\sim1$, so the relevant detuning is about $1/t$ and the relevant defocus about $|C|/t=1/\kappa$. The energy beyond $1/t$ is of order $A/(1/t)=At$, and each part of it pays a penalty of order one. Changing the bandwidth changes the amount of this badly defocused light in proportion.

Two further spectra separate the tail from the core. The first is flat, $S=1/(4b)$ for $|\delta|<b$, and continues as $b/(4\delta^2)$ outside. Half its energy lies in a core quite unlike a Lorentzian. With $tb=0.01$, numerical integration gives a loss of $0.998$ times $\pi At$, where $A=b/4$. The second, $S\propto1/(\delta^4+a^4)$, has algebraic wings but finite variance. Doubling $a$ from 0.005 to 0.010 pm, at the value of $t$ used below, gives a loss exponent of 1.99. The corresponding Lorentzian exponent is 1.00. An algebraic tail is thus not enough: the quadratic law fails only when the variance diverges. Divergence alone does not make the loss linear. For a tail $A/|\delta|^{q}$ with $1<q<3$, the substitution $v=t\delta$ gives a loss proportional to $At^{q-1}$, and $q=3$ gives a quadratic law with a logarithmic factor. The linear law belongs to $q=2$.

\subsection{How large: an immersion example}

Take $\lambda=193.4$ nm, $n=1.44$, numerical aperture 1.35 and $p=200$ nm. First order lies at $\lambda/p=0.967$, inside the aperture, and second order at 1.934, outside it. A thin binary mask with equal lines and spaces gives $a_0=1/2$ and $a_1=1/\pi$, so $M_0=1.406$. The phase rate is
\begin{equation}
\kappa=\frac{2\pi}{193.4\ {\rm nm}}
\left(1.44-\sqrt{1.44^2-0.967^2}\right)=0.01212\ {\rm rad/nm}.
\end{equation}
With $C=200$ nm/pm and $w=0.10$ pm,
\begin{align}
t&=0.01212\times200=2.42\ {\rm rad/pm},\qquad tw=0.242,\\
L_{\rm L}&=1-e^{-0.121}=11.4\%,\\
L_{\rm G}&=1-\exp\!\left[-\frac{0.242^2}{11.09}\right]=0.53\%.
\end{align}
The contrast falls from 1.406 to 1.246 for the Lorentzian and to 1.399 for the Gaussian. Images built by propagating the three beams at each true wavelength and adding the intensities give the same values to the digits shown. In the threshold model, edge sensitivity to dose rises by $1/0.886-1=13\%$ and by 0.5\%, respectively.

The Lorentzian core between the half-maximum points holds 50\% of the energy but causes 0.9\% of the loss. Light detuned by more than $1/t=0.41$ pm holds 7.7\% of the energy and causes 73\% of the loss. At that detuning the focus has moved by $1/\kappa=83$ nm. The Gaussian has a fraction of about $10^{-22}$ of its energy there.

\subsection{A finite tail, and the limits of one width number}

No source has a Lorentzian tail of infinite extent. Cut the spectrum at $|\delta|=\Lambda$ and normalize it again. For $w\to0$ at fixed $\Lambda$, the normalization tends to one and $S\simeq w/(2\pi\delta^2)$ outside the core. Put $u=t\Lambda$ and integrate by parts as before:
\begin{align}
L&\simeq\frac{w}{\pi}\int_0^\Lambda\frac{1-\cos t\delta}{\delta^2}\,d\delta
=\frac{tw}{2}\,G(u),\\
G(u)&=\frac{2}{\pi}\left[{\rm Si}(u)-\frac{1-\cos u}{u}\right],
\qquad {\rm Si}(u)=\int_0^u\frac{\sin v}{v}\,dv .
\end{align}
The loss remains linear in $w$, with a smaller slope. For $u\ll1$, ${\rm Si}(u)\approx u$ and $(1-\cos u)/u\approx u/2$, so $G\approx u/\pi$ and
\begin{equation}
L\simeq\frac{t^2w\Lambda}{2\pi}.
\end{equation}
This is linear in bandwidth at fixed cutoff but quadratic in the chromatic coefficient. If the cutoff shrinks in proportion to $w$, the shape is fixed, its variance scales as $w^2$, and the loss is quadratic in $w$ as well. A statement about linear or quadratic blur must therefore say what is held fixed.

For the example, with $w=0.10$ pm throughout, the cutoff matters greatly. E95 denotes the full width of the central interval containing 95\% of the energy.
\begin{center}
\begin{tabular}{ccc}
cutoff $\Lambda$ (pm) & E95 (pm) & loss (\%)\\
0.2 & 0.31 & 1.5\\
0.5 & 0.57 & 4.1\\
1.0 & 0.79 & 7.5\\
5.0 & 1.13 & 10.9\\
none & 1.27 & 11.4
\end{tabular}
\end{center}

E95 responds to the wings, but it does not fix the loss either. The Lorentzian energy within $\pm h$ is $(2/\pi)\arctan(2h/w)$. Setting this to 0.95 gives ${\rm E95}=2h=w\tan(0.475\pi)=12.7w$. For a Gaussian, ${\rm E95}=3.92\sigma=1.66w$. A Gaussian widened to the full Lorentzian's E95 of 1.27 pm has an FWHM of 0.76 pm and loses 27\%, more than the Lorentzian's 11\%. In terms of E95 the exponents are $t\,{\rm E95}/25.4$ for the Lorentzian and $(t\,{\rm E95})^2/30.7$ for the Gaussian. They cross at $t\,{\rm E95}=1.21$; the example has $2.42\times1.27=3.1$, on the side where the Gaussian loses more.

The match can be closer for a short tail. The spectrum cut at 0.2 pm has $t\,{\rm E95}=2.42\times0.311=0.75$. A Gaussian of equal E95 would lose about $0.75^2/30.7=1.8\%$, against 1.5\% for the cut Lorentzian. A Gaussian of equal FWHM gives 0.5\%.

\subsection{Where a real scanner differs}

The parameters are round values in the rough regime of 193 nm water-immersion lithography; the chromatic coefficient is an assumed value, not that of a particular lens. Narrowed lithography lasers have an E95 of roughly a few tenths of a picometre. The uncut Lorentzian, with 1.27 pm, is far from typical, and its 11\% loss is a limiting case. Among the spectra above, the one cut at 0.2 pm is closest in E95, and the assumption of an endless tail moves its loss from 1.5\% to 11.4\%. The cut Lorentzian is still a model shape, so 1.5\% is not a prediction for a given laser.

Other omissions are smaller for the uncut Lorentzian. A disc source filling 0.2 of the aperture radius, treated as scalar waves, changes the loss from 11.4\% to 11.7\%. Short-tailed spectra respond more, because their loss follows the source average of $\kappa^2$: the same source raises the loss from 1.5\% to 1.7\% for the spectrum cut at 0.2 pm, and from 0.53\% to 0.62\% for the Gaussian. Lateral colour $T$ displaces the image by $T\delta$. The fundamental then contains $\cos(t\delta)\cos[K(x-T\delta)]$, whose spectral average for symmetric $S$ is $\cos Kx$ times $[\chi(t+KT)+\chi(t-KT)]/2$. An assumed $T=10$ nm/pm changes the loss by only 0.01 percentage points. Over 5 pm, with the liquid's index held fixed, $\kappa$ changes by a relative $3.5\times10^{-5}$.

Resist thickness is not negligible beside the Gaussian result. Averaging $\cos(\kappa_{\rm r}z)$ over a 60 nm film of index 1.7, centred on best focus and without absorption or reflections, costs 1.4\%. Here $\kappa_{\rm r}$ is the phase rate in resist. Because the depth average is symmetric and independent of wavelength, its factor multiplies $\chi$.

Illumination can greatly reduce the effect. If a tilted beam makes order 0 and one first order leave at equal and opposite angles, their axial wavenumbers are equal. Their interference then has $\kappa=0$ and is not blurred by this focus term. A real source pole has finite size and includes neighbouring angles for which $\kappa$ is not zero, so a smaller blur remains. Three-beam figures should not be carried over to such two-beam imaging. Nonlinear chromatic focus, mask topography and the vector effects of oblique source points also lie outside the estimate.

\subsection{What to do about it}

Use the measured spectrum, and evaluate $\chi$ at the value of $t$ belonging to each pattern. If the spectrometer broadens the line by convolution, the measured $\chi$ is the true one multiplied by that of the instrument, provided that the line or the instrument response is symmetric. If both are asymmetric, the product rule holds for the complex average $X$ defined below. The instrument's factor must be divided out, where noise permits, or its wings will be counted as laser light.

If the spectrum is asymmetric, keep the complex average $X=\int Se^{i\kappa C\delta}d\delta$. Then
\begin{equation}
\langle\cos(\kappa z)\rangle={\rm Re}\left(e^{i\kappa z_0}X\right)
=|X|\cos(\kappa z_0+\arg X).
\end{equation}
The modulus gives the contrast at best focus, and the phase moves best focus to $z_0=-\arg X/\kappa$.

The sampling range can be chosen from the discarded energy. Let a fraction $E$ lie outside the range, and let the rest be renormalized to give $\chi_{\rm cut}$. Then $\chi=(1-E)\chi_{\rm cut}+R$, where $|R|\le E$ is the outer contribution. Hence
\begin{equation}
|\chi-\chi_{\rm cut}|=|R-E\chi_{\rm cut}|\le2E .
\end{equation}
For a Lorentzian with $\Lambda\gg w$, $E\approx w/(\pi\Lambda)$. At $\Lambda=5$ pm this is 0.6\%, so the bound is 1.3 percentage points; the actual change in the example is 0.5.

Do not replace a long-tailed spectrum by its measured variance. For a cut Lorentzian with $\Lambda\gg w$, $\langle\delta^2\rangle\approx w\Lambda/\pi$, which grows with the measurement window. At $\Lambda=5$ pm it is 0.16 pm$^2$, and Eq.~(\ref{eq:variance}) would predict a loss near 46\% where the cut spectrum gives 10.9\%. The variance formula requires $t|\delta|$ to be small for all light that contributes appreciably to the variance. When the spectrum really ends inside $1/t$, the formula works well: the spectrum cut at 0.2 pm has a variance of 0.0050 pm$^2$, which gives 1.5\%, the value in the table.

When the loss is too large and a $1/\delta^2$ tail extends well beyond $1/t$, the tail law shows which change helps. At small $tw$ and fixed $t$, narrowing the core while leaving the tail coefficient $A$ unchanged leaves the leading loss $\pi At$ unchanged. Suppressing all light beyond about $1/t$, or reducing $|C|$, lowers it. Removing only a narrow band around $2\pi/t$ does not help, because the penalty vanishes there. If the spectrum ends inside $1/t$, as the one cut at 0.2 pm does, the loss follows the variance instead: narrowing the core then lowers it, and it falls as $C^2$. The numerical output that follows lists the values for other bandwidths and cutoffs.

\section*{Table of computed values}
\begin{verbatim}
wavelength 193.4 nm; pitch 200 nm
water index 1.44; NA 1.35
chromatic focus coefficient C 200 nm/pm
spectral FWHM w 0.10 pm
order amplitudes a0 0.5000, a1 0.3183
sine of first order times index 0.9670
defocus phase rate kappa 0.012118 rad/nm
spectral phase rate t 2.4235 rad/pm; t*w 0.2424 rad
ideal fundamental contrast 1.4065
contrast by law: Lorentz 1.2459, Gauss 1.3990
contrast by images: Lorentz 1.2459, Gauss 1.3990
loss: Lorentz 11.412 %, Gauss 0.528 %
loss ratio Lorentz/Gauss 21.6
leading terms: Lorentz 12.118 %, Gauss 0.530 %
FWHM 0.02 pm: loss Lorentz 2.394 %, Gauss 0.021 %
FWHM 0.05 pm: loss Lorentz 5.879 %, Gauss 0.132 %
FWHM 0.10 pm: loss Lorentz 11.412 %, Gauss 0.528 %
FWHM 0.20 pm: loss Lorentz 21.522 %, Gauss 2.096 %
width exponents: Lorentz 0.996, Gauss 2.000
width exponent, 1/d^4 tail 1.992
flat core, 1/d^2 tail: loss/(pi A t) 0.9979
detuning 1/t 0.4126 pm; defocus 1/kappa 82.52 nm
Lorentz beyond 1/t: energy 7.68 %, share of loss 73.03 %
Lorentz within half maximum: energy 50.00 %, share of loss 0.88 %
Gauss energy beyond 1/t 2.6e-22 (fraction)
E95 at equal FWHM: Lorentz 1.2706 pm, Gauss 0.1665 pm
Gauss with Lorentz E95: FWHM 0.7633 pm, loss 26.55 %
equal-loss point: t*FWHM 5.545, t*E95 1.209 rad
cutoff 0.2 pm: E95 0.311 pm, loss 1.468 %
cutoff 0.5 pm: E95 0.571 pm, loss 4.064 %
cutoff 1.0 pm: E95 0.789 pm, loss 7.528 %
cutoff 2.0 pm: E95 0.974 pm, loss 10.271 %
cutoff 5.0 pm: E95 1.133 pm, loss 10.874 %
fixed cutoff exponents: in w 0.999, in C 2.000
exponent in w, cutoff proportional to w 2.000
source sigma 0.2: Lorentz loss 11.690 %
lateral colour 10 nm/pm: Lorentz loss 11.401 %
resist index 1.7, thickness 60 nm: separate loss 1.436 %
relative change of kappa over 5 pm 3.49e-05
\end{verbatim}
